Capped and converged Lanczos solvers in DMRG: counting the products

**Problem**

An open chain of N = 40 spins has the Hamiltonian

H = −J Σ_{j=1}^{N−1} X_j X_{j+1} − h Σ_{j=1}^{N} Z_j, J = h = 1,

where X_j and Z_j are Pauli matrices. Energies are in units of J. The ground state is approximated by a matrix product state, in which neighbouring site tensors are joined by bonds of dimension at most 24.

Two-site DMRG merges two neighbouring tensors into a vector x, lowers the energy with respect to x, splits the result by a singular value decomposition, truncates, normalizes, and moves on by one site. A half-sweep has 38 such solves, since the bond at the turning point is not solved twice. Each solve starts from the current x. The truncation also discards singular values below 10⁻¹⁰ of the largest one.

One product is one application of the effective two-site Hamiltonian. The Lanczos solver stops after 2 products, after 4 products, or when its residual norm is at most 10⁻⁸ J ("full"). The capped solvers also stop early if they meet this residual test.

(a) Find the exact ground energy E0, to serve as a yardstick.
(b) Show how the energy of the whole state can be read from a local solve.
(c) What do 2 products achieve, and how does the error fall with k products?
(d) Which solver needs the fewest products to come within 10⁻³ J and 10⁻⁶ J of E0?

**Hints**

1. For (a), write H as a bilinear form in 2N anticommuting operators and use a singular value decomposition.
2. For (b), the tensors around the two sites form an isometry.
3. For (c), k products give access to every vector p(H_eff)x with p a polynomial of degree at most k − 1.
4. For (d), the total is the number of solves times the mean number of products per solve. A cap lowers the second factor but may raise the first.

**Solution**

**(a) The yardstick.** Define

a_j = (Π_{l<j} Z_l) X_j, b_j = (Π_{l<j} Z_l) Y_j.

These operators square to one and anticommute with each other. From XY = iZ and YZ = iX,

a_j b_j = iZ_j, b_j a_{j+1} = Y_j Z_j X_{j+1} = iX_j X_{j+1}.

Hence Z_j = −i a_j b_j and X_j X_{j+1} = −i b_j a_{j+1} = i a_{j+1} b_j, so that

H = i Σ_{jl} a_j M_{jl} b_l, M_{jj} = h, M_{j+1,j} = −J.

With M = UΣVᵀ and the rotated operators a′ = Uᵀa, b′ = Vᵀb, this becomes H = Σ_k σ_k (i a′_k b′_k). The brackets commute and square to one. Since a′_k reverses the sign of bracket k alone, every combination of signs occurs, and E0 = −Σσ_k.

For J = h = 1 the sign of the off-diagonal part of M can be removed by alternating signs of rows and columns. Then MMᵀ has off-diagonal entries 1 and diagonal entries 2, except for a 1 in the first place. Its eigenvectors obey

v_{j−1} + 2v_j + v_{j+1} = σ²v_j, v_0 = −v_1, v_{N+1} = 0.

The choice v_j = sin[(N+1−j)q] satisfies the last condition and gives σ² = 2 + 2cos q = 4cos²(q/2). The condition at the other end reads

sin[(N+1)q] + sin(Nq) = 2 sin[(N+½)q] cos(q/2) = 0,

so q = 2πk/(2N+1) and σ_k = 2cos[kπ/(2N+1)], k = 1,…,N.

To sum these values, set y = π/(2N+1) and use 2 sin(y/2) cos(ky) = sin[(k+½)y] − sin[(k−½)y]. The sum telescopes, and (N+½)y = π/2, so

E0 = 1 − 1/sin{π/[2(2N+1)]} = −50.569434 J.

As a test, direct diagonalization of eight spins agrees with this formula.

The parity Π Z_j is conserved. At J = 0 the ground state has all spins up and parity +1. No σ_k vanishes as J grows, because det M = h^N, so the ground state keeps this parity. One reversed sign changes the parity, so the lowest even excitation reverses two and costs 2(σ_N + σ_{N−1}) = 0.310 J. Both starting states used below are even.

**(b) Reading the energy.** Let P map x to the full spin state. With the surrounding tensors in isometric form, PᵀP = 1. Therefore H_eff = PᵀHP, and for normalized x

α1 = ⟨x|H_eff|x⟩ = ⟨Px|H|Px⟩ ≥ E0.

This is the first Lanczos coefficient. The first product of a solve thus gives the energy of the state left by the preceding truncation. This certifying product is included in the totals.

**(c) What k products achieve.** Write H_eff x = α1 x + βq, with q normalized and orthogonal to x, and α2 = ⟨q|H_eff|q⟩. Two products determine the 2×2 matrix with diagonal α1, α2 and off-diagonal β. Its lower eigenvalue is

E_2 = (α1+α2)/2 − √{[(α1−α2)/2]² + β²}.

This is one steepest-descent step with the best step length. Take the central problem of the third half-sweep in the 2-product run, begun with all spins up. There α1 = −50.476828 J, α2 = −47.695577 J and β = 0.118269 J, so

E_2 = −49.086202 − √(1.390626² + 0.118269²) = −50.481848 J.

The energy falls by 5.02×10⁻³ J.

For general k, let λ0 < λ1 ≤ … ≤ λmax be the eigenvalues of H_eff whose eigenvectors are present in x, with amplitudes c_i. For any polynomial p of degree at most k − 1 with p(λ0) ≠ 0, the variational principle gives

E_k − λ0 ≤ Σ_{i≥1}(λ_i−λ0)c_i²p(λ_i)² / Σ_{i≥0}c_i²p(λ_i)².

Replace λ_i − λ0 by its largest value, and keep only i = 0 in the denominator. Choose p as the Chebyshev polynomial T_{k−1} of (2λ−λ1−λmax)/(λmax−λ1). Its modulus is at most 1 from λ1 to λmax, and its argument at λ0 is −(1+2γ). With tan²θ = Σ_{i≥1}c_i²/c_0²,

E_k − λ0 ≤ (λmax−λ0) tan²θ / T_{k−1}(1+2γ)², γ = (λ1−λ0)/(λmax−λ1).

In the same local problem γ = 1.1956/(12.5108−1.1956) = 0.1057 and tan²θ = 5.225×10⁻³. For k = 4, T_3(1.2113) = 3.476, and the bound is 12.511 × 5.225×10⁻³/3.476² = 5.41×10⁻³ J. The actual error is 1.68×10⁻⁴ J, so the bound is safe but far from sharp here. For small γ and large k, T_{k−1} grows roughly as exp[2(k−1)√γ]/2, so this bound requires more products as the gap closes.

The residual norm r also controls the error. No eigenvalue lies between λ0 and λ1, so

0 ≤ ⟨(H_eff−λ0)(H_eff−λ1)⟩ = r² + (E_k−λ0)(E_k−λ1).

If E_k < λ1, then E_k − λ0 ≤ r²/(λ1−E_k). Near convergence λ1 − E_k is at least about 0.31 J, since λ1 cannot lie below the first even excited level of the chain. In exact arithmetic, a residual of 10⁻⁸ J then means a local energy error below about 3×10⁻¹⁶ J. This is smaller than the rounding error of the computed energy and far finer than either target.

Such precision must be compared with the error of the surroundings. In the early problem even the exact local minimum lies 8.50×10⁻² J above E0. Four products leave a local error some 500 times smaller. Continuing to full convergence takes 19 products and cannot lower that local minimum during the solve. A better x may still improve later surroundings, so the totals have to be measured.

**(d) The totals.** Starting with all spins up:

2 products: 931 products to 10⁻³ J; 2527 to 10⁻⁶ J
4 products: 427 products to 10⁻³ J; 595 to 10⁻⁶ J
full: 1282 products to 10⁻³ J; 2295 to 10⁻⁶ J

Of these three, the cap of 4 needs the fewest products at both accuracies. The cap of 2 beats full convergence at 10⁻³ J but loses at 10⁻⁶ J.

The two factors of hint 4 show how. At 10⁻⁶ J the full solver makes 147 solves with an average of 2295/147 = 15.6 products. The cap of 4 makes 149 solves, so almost the whole saving per solve survives. The cap of 2 divides the number of products per solve by 7.8, but needs 1263 solves, which is 8.6 times as many.

A later problem in the 2-product run, at the centre of half-sweep 13, shows the slowdown directly. The local error is 6.11×10⁻⁴ J at the start. Two products leave 6.02×10⁻⁴ J, three leave 1.65×10⁻⁴ J and four leave 1.17×10⁻⁴ J. The steepest-descent step thus removes less than 2% of the local error here, while one further product removes most of it. The amplitudes of this later problem were not examined, so the cause is not established here.

The start also matters. With all spins up, every bond has dimension 1, and a split gives at most twice the smaller of the neighbouring bond dimensions. Each half-sweep can therefore at most double the largest bond dimension, whatever the local solver does. A random even state with bonds up to the full dimension 24 removes this restriction. For one such random draw, the totals to 10⁻⁶ J are:

2 products: 2671 products in 1335 solves
4 products: 589 products in 147 solves
full: 2501 products in 55 solves

Full convergence now saves many solves, but each costs 45 products on average. From this start the count of the full solver moves by about 2% with rounding and details of the Lanczos implementation, so its last digits carry no meaning. The order of the totals is unchanged.

Products are not equally expensive. For outer bond dimensions D and D′, write x as a 2D×2D′ matrix. The program forms H_eff x = Σ_w L_w x R_w with three terms (left-half Hamiltonian, central XX coupling, right-half Hamiltonian), each by a dense left multiplication costing (2D)²(2D′) and a dense right multiplication costing (2D)(2D′)². In this implementation one product therefore takes 3(2D)(2D′)(2D+2D′) multiply-adds. From the polarized start to 10⁻⁶ J, the totals are 1165, 10.8 and 70.3 million for 2 products, 4 products and full. The 2-product run is still working after the bonds have grown, so it loses by much more than its product count suggests. From the random start the totals are 1426, 321 and 1560 million, so the cap of 2 is slightly cheaper than full convergence in this measure for this draw. This depends on the draw: for two other random even states the cap of 2 costs 1.2 to 1.4 times as much arithmetic as full convergence, while the order of the product totals at 10⁻⁶ J stays the same. Singular value decompositions and updates of the surroundings are not included; they count against a solver that needs many solves.

These orderings hold for this critical chain, these two starts and these settings. Another gap, bond dimension or target may move the best cap. If even the best state of the allowed bond dimension lies above the target, no local solver can reach it. In an ordinary calculation E0 is unknown, and another stopping rule is needed.

**Variation 1: a looser residual test**

Let the uncapped solver stop at a residual of 10⁻⁵ J. By the bound in (c), the local energy error near convergence is still below about 3×10⁻¹⁰ J. To reach 10⁻⁶ J it needs 1540 products from the polarized start and 1925 from the random start, savings of 33% and 23% on the tight test. The cap of 4 remains cheaper, by factors of 2.6 and 3.3. This looser test is still far stricter than the target requires: the bound r²/(0.31 J) reaches 10⁻⁶ J only near r ≈ 6×10⁻⁴ J. Tolerances of that size were not tried, so the comparison does not show how much of the advantage would survive them.

**Variation 2: what counts as a step?**

If a step means one extension of the space beyond x, two steps use 3 products. This cap reaches 10⁻⁶ J with 531 products from the polarized start, 11% fewer than the cap of 4. From the random start it needs 1063, or 1.8 times as many as the cap of 4. Even from the polarized start it costs more arithmetic, 31.8 against 10.8 million multiply-adds, because more of its work falls on larger bonds. A comparison of "two-step" solvers must therefore state how many products a step contains. The numerical output gives the remaining counts.

Computed values

```
sites 40, maximum bond dimension 24, J = h = 1
solves per half-sweep: 38
residual tolerances: full 1e-08 J, loose 1e-05 J
exact ground energy: -50.569433795 J
exact even-parity gap: 0.310145 J
eight spins, diagonalized energy: -9.837951447 J
local problem, centre of third half-sweep (2-product run):
  dimension: 72
  gap: 1.19562 J
  spectral width: 12.5108 J
  tan^2 of starting angle: 5.2252e-03
  alpha1: -50.47682820 J
  alpha2: -47.69557658 J
  beta: 1.182691e-01 J
  two-product energy: -50.48184838 J
  local minimum above exact energy: 8.5041e-02 J
  1 products: error 7.564e-03 J, bound 6.537e-02 J
  2 products: error 2.544e-03 J, bound 4.455e-02 J
  4 products: error 1.679e-04 J, bound 5.411e-03 J
  8 products: error 3.936e-07 J, bound 3.396e-05 J
  products to full convergence: 19
same run, centre of half-sweep 13: dimension 2304, 72 products to full convergence
  above exact energy: state 9.248e-04 J, local minimum 3.139e-04 J
  local error at start 6.110e-04 J; after 2, 3, 4 products 6.015e-04, 1.650e-04, 1.172e-04 J
polarized start:
  2 products, error 1e-03 J: 931 products, 465 solves, 310.0e6 multiply-adds
  2 products, error 1e-06 J: 2527 products, 1263 solves, 1164.5e6 multiply-adds
    products/solve, first and last 38 solves: 2.00, 2.00; max lost weight, last 38: 3.4e-15
  3 products, error 1e-03 J: 324 products, 108 solves, 1.0e6 multiply-adds
  3 products, error 1e-06 J: 531 products, 177 solves, 31.8e6 multiply-adds
    products/solve, first and last 38 solves: 2.97, 3.00; max lost weight, last 38: 4.9e-13
  4 products, error 1e-03 J: 427 products, 107 solves, 1.2e6 multiply-adds
  4 products, error 1e-06 J: 595 products, 149 solves, 10.8e6 multiply-adds
    products/solve, first and last 38 solves: 3.95, 4.00; max lost weight, last 38: 0.0e+00
  full, error 1e-03 J: 1282 products, 106 solves, 6.2e6 multiply-adds
  full, error 1e-06 J: 2295 products, 147 solves, 70.3e6 multiply-adds
    products/solve, first and last 38 solves: 3.95, 24.87; max lost weight, last 38: 0.0e+00
  loose, error 1e-03 J: 954 products, 106 solves, 4.2e6 multiply-adds
  loose, error 1e-06 J: 1540 products, 147 solves, 40.8e6 multiply-adds
    products/solve, first and last 38 solves: 3.95, 14.26; max lost weight, last 38: 9.5e-23
random start:
  2 products, error 1e-03 J: 1489 products, 744 solves, 797.4e6 multiply-adds
  2 products, error 1e-06 J: 2671 products, 1335 solves, 1425.9e6 multiply-adds
    products/solve, first and last 38 solves: 2.00, 2.00; max lost weight, last 38: 6.4e-15
  3 products, error 1e-03 J: 736 products, 245 solves, 392.4e6 multiply-adds
  3 products, error 1e-06 J: 1063 products, 354 solves, 565.6e6 multiply-adds
    products/solve, first and last 38 solves: 3.00, 3.00; max lost weight, last 38: 2.4e-11
  4 products, error 1e-03 J: 437 products, 109 solves, 239.9e6 multiply-adds
  4 products, error 1e-06 J: 589 products, 147 solves, 321.3e6 multiply-adds
    products/solve, first and last 38 solves: 4.00, 4.00; max lost weight, last 38: 1.8e-10
  full, error 1e-03 J: 2082 products, 35 solves, 1285.5e6 multiply-adds
  full, error 1e-06 J: 2501 products, 55 solves, 1559.5e6 multiply-adds
    products/solve, first and last 38 solves: 54.84, 44.13; max lost weight, last 38: 3.3e-14
  loose, error 1e-03 J: 1586 products, 35 solves, 977.2e6 multiply-adds
  loose, error 1e-06 J: 1925 products, 61 solves, 1198.0e6 multiply-adds
    products/solve, first and last 38 solves: 41.79, 24.82; max lost weight, last 38: 1.5e-13
polarized start, full/capped product ratio at 1e-06 J: 2: 0.91, 4: 3.86
random start, full/capped product ratio at 1e-06 J: 2: 0.94, 4: 4.25
```
